# Bias Nonlinearity of Symmetric Crested Tunnel Barriers for Crossbar Selectors: verification in Python

```python
"""Bias nonlinearity of a symmetric crested tunnel barrier.

Result under test: while the whole barrier stays above the emitter Fermi
level, the WKB exponent S of a crest falls faster with bias than that of a
rectangle of equal width and either equal peak or equal zero-bias exponent.
The peak of a triangular crest falls by half the bias energy until it meets
the emitter edge. Reversals at larger bias are also located.

t = x/width; V = bias energy (eV); E = normal energy from emitter Fermi level.
A barrier is given by its heights at t = 0, 1/2, 1, joined by straight lines.
S = 2*C*width*integral sqrt(height - V*t - E) dt, C = sqrt(2*m)/hbar.
tau = -dS/dE. Current is proportional to integral min(-E,V)*exp(-S) dE.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

C = np.sqrt(2 * const.m_e * const.e) / const.hbar * 1e-10
EDGE, PEAK, WIDTH, BIAS = 1.0, 4.0, 30.0, 0.8
CONTACT_DEPTH = 5.0
a, b = np.sqrt(PEAK), np.sqrt(EDGE)
root_mean = 2 * (a*a + a*b + b*b) / (3 * (a + b))
equal_height = root_mean**2
barriers = {
    "crest": (EDGE, PEAK, EDGE),
    "rectangle A (equal peak)": (PEAK, PEAK, PEAK),
    "rectangle B (equal exponent)": (equal_height,) * 3,
    "valley": (PEAK, EDGE, PEAK),
}
crest, rect_a, rect_b, valley = barriers.values()


def profile(knots, t):
    return np.interp(t, [0.0, 0.5, 1.0], knots)


def mean_root(p, q):
    """Mean of sqrt(positive part) on a line from p to q."""
    if p <= 0 and q <= 0:
        return 0.0
    if p >= 0 and q >= 0:
        return 2 * (p + np.sqrt(p*q) + q) / (3 * (np.sqrt(p) + np.sqrt(q)))
    return 2 * max(p, q)**1.5 / (3 * abs(p - q))


def action(knots, V, E=0.0, width=WIDTH):
    p, q, r = knots[0] - E, knots[1] - V/2 - E, knots[2] - V - E
    return C * width * (mean_root(p, q) + mean_root(q, r))


def gain(knots, V, width=WIDTH):
    return action(knots, 0, width=width) - action(knots, V, width=width)


def tau_quadrature(knots, V=0.0, width=WIDTH):
    def integrand(t):
        return 1 / np.sqrt(profile(knots, t) - V*t)
    return C * width * quad(integrand, 0, 1, points=[0.5])[0]


def slope_quadrature(knots, V):
    def integrand(t):
        return t / np.sqrt(profile(knots, t) - V*t)
    return C * WIDTH * quad(integrand, 0, 1, points=[0.5])[0]


def log_current(knots, V, width=WIDTH):
    """Log of current without the common factor m/(2*pi^2)."""
    reference = action(knots, V, width=width)

    def integrand(E):
        return min(-E, V) * np.exp(reference - action(knots, V, E, width))
    near = quad(integrand, -V, 0, epsabs=1e-13, epsrel=1e-9, limit=200)[0]
    far = quad(integrand, -V - 4, -V, epsabs=1e-13, epsrel=1e-9,
               limit=200)[0]
    return np.log(near + far) - reference


def current_ratio(knots, V, width=WIDTH):
    return np.exp(log_current(knots, V, width)
                  - log_current(knots, V/2, width))


def log_transmission(knots, V, width, slices=2000):
    """Direct Schroedinger solution, propagated back from the collector."""
    t = (np.arange(slices) + 0.5) / slices
    kappa = C * np.sqrt(profile(knots, t) - V*t)
    step = width / slices
    ch, sh = np.cosh(kappa*step), np.sinh(kappa*step)
    k_left = C * np.sqrt(CONTACT_DEPTH)
    k_right = C * np.sqrt(CONTACT_DEPTH + V)
    psi, slope = 1.0 + 0j, 1j * k_right
    for kap, c, s in zip(kappa[::-1], ch[::-1], sh[::-1]):
        psi, slope = psi*c - slope*s/kap, slope*c - psi*kap*s
    incoming = 0.5 * (psi + slope / (1j*k_left))
    return np.log(k_right/k_left) - 2*np.log(abs(incoming))


def direct_gain(knots, V, width):
    return (log_transmission(knots, V, width)
            - log_transmission(knots, 0, width))


# Peak positions and heights from a direct search.
grid = np.linspace(0, 1, 40001)
for V in (0.8, 3.0, 7.0):
    found = np.max(profile(crest, grid) - V*grid)
    assert abs(found - max(EDGE, PEAK - V/2)) < 1e-8
    parabola = PEAK - (PEAK - EDGE)*(2*grid - 1)**2 - V*grid
    formula = PEAK - V/2 + V**2/(16*(PEAK - EDGE))
    assert abs(np.max(parabola) - formula) < 1e-7
    assert abs(np.max(PEAK - V*grid) - PEAK) < 1e-12

# Closed actions against quadrature, also with a turning point inside.
midpoints = (np.arange(200000) + 0.5) / 200000
for knots in barriers.values():
    for V in (0.0, 0.8, 3.0):
        positive = np.maximum(profile(knots, midpoints) - V*midpoints, 0)
        numerical = 2*C*WIDTH*np.mean(np.sqrt(positive))
        assert abs(numerical - action(knots, V)) < 2e-5

# Slopes against finite differences of the action.
for knots in barriers.values():
    h = 1e-4
    difference = (action(knots, 0.4-h) - action(knots, 0.4+h)) / (2*h)
    assert abs(difference - slope_quadrature(knots, 0.4)) < 1e-5
    energy_diff = (action(knots, 0, -h) - action(knots, 0, h)) / (2*h)
    assert abs(energy_diff - tau_quadrature(knots)) < 1e-5
    assert abs(slope_quadrature(knots, 0) - tau_quadrature(knots)/2) < 1e-7

# General ordering on random symmetric crests, not only triangular ones.
rng = np.random.default_rng(7)
t_random = (np.arange(100) + 0.5) / 100
for trial in range(300):
    half = np.sort(rng.uniform(0.5, 5.0, 50))
    heights = np.concatenate([half, half[::-1]])
    V = rng.uniform(0, 1) * heights.min()
    crest_slope = np.mean(t_random/np.sqrt(heights - V*t_random))
    for flat in (heights.max(), np.mean(np.sqrt(heights))**2):
        flat_slope = np.mean(t_random/np.sqrt(flat - V*t_random))
        assert crest_slope > flat_slope

# Triangular slope ratios against independent quadrature.
ratio_a = tau_quadrature(crest) / tau_quadrature(rect_a)
ratio_b = tau_quadrature(crest) / tau_quadrature(rect_b)
assert abs(ratio_a - 2*a/(a+b)) < 1e-8
assert abs(ratio_b - (1 + ((a-b)/(a+b))**2/3)) < 1e-8

# Rearranging heights preserves first order but changes finite-bias action.
assert abs(tau_quadrature(crest) - tau_quadrature(valley)) < 1e-7
assert action(crest, BIAS) < action(valley, BIAS)
second_order = {}
for name, knots in (("crest", crest), ("valley", valley)):
    moment = quad(lambda t: t*t*profile(knots, t)**-1.5, 0, 1,
                  points=[0.5])[0]
    second_order[name] = C*WIDTH*moment/4
    small = 0.01
    remainder = gain(knots, small) - tau_quadrature(knots)*small/2
    assert abs(remainder/small**2 / second_order[name] - 1) < 0.03
assert second_order["crest"] > second_order["valley"]

# Current integral against its small-bias and wide-barrier forms.
small_bias = 0.2
small_ratio = current_ratio(crest, small_bias)
small_formula = 2*np.cosh(tau_quadrature(crest)*small_bias/4)
assert abs(small_ratio/small_formula - 1) < 0.02
wide = 120.0
tau_wide = tau_quadrature(crest, BIAS, wide)
log_formula = (-action(crest, BIAS, width=wide) - 2*np.log(tau_wide)
               + np.log1p(-np.exp(-tau_wide*BIAS)))
# The omitted energy curvature is of relative order 1/(C*width).
assert abs(log_current(crest, BIAS, wide) - log_formula) < 0.05
ratios = {name: current_ratio(k, BIAS) for name, k in barriers.items()}
assert ratios["crest"] > ratios["rectangle A (equal peak)"]
assert ratios["crest"] > ratios["rectangle B (equal exponent)"]

# Width differences remove the leading contact prefactor.
direct_increment = {}
for name, knots in (("crest", crest), ("rectangle B", rect_b)):
    increment = direct_gain(knots, 0.4, 160) - direct_gain(knots, 0.4, 80)
    direct_increment[name] = increment
    # Residual gradient corrections fall inversely with barrier width.
    assert abs(increment - gain(knots, 0.4, 80)) < 0.1
assert direct_increment["crest"] > direct_increment["rectangle B"]

# First reversals beyond the range covered by the theorem.
reverse_b = brentq(lambda V: gain(crest, V) - gain(rect_b, V), 1.0, 3.0)
reverse_a = brentq(lambda V: gain(crest, V) - gain(rect_a, V), 3.0, 6.0)
for rival, limit in ((rect_b, reverse_b), (rect_a, reverse_a)):
    for V in np.linspace(0.02, limit - 0.01, 200):
        assert gain(crest, V) > gain(rival, V)
    assert gain(crest, limit + 0.05) < gain(rival, limit + 0.05)

print(f"C = sqrt(2m)/hbar: {C:.5f} eV^-1/2 angstrom^-1")
print(f"crest edge, centre: {EDGE:.2f}, {PEAK:.2f} eV")
print(f"width: {WIDTH:.1f} angstrom; contact depth: {CONTACT_DEPTH:.1f} eV")
print(f"rectangle B height: {equal_height:.4f} eV")
print(f"bias, half bias: {BIAS:.2f}, {BIAS/2:.2f} eV")
print(f"crest peak at bias: {max(EDGE, PEAK-BIAS/2):.3f} eV")
print(f"central peak ends at bias: {2*(PEAK-EDGE):.2f} eV")
parabolic_peak = PEAK - BIAS/2 + BIAS**2/(16*(PEAK-EDGE))
print(f"parabolic crest peak at bias: {parabolic_peak:.4f} eV")
print(f"tau ratio crest/A, crest/B: {ratio_a:.5f}, {ratio_b:.5f} (no unit)")
for name, knots in barriers.items():
    print(f"{name}: S(0), S(half), S(bias) = {action(knots, 0):.4f}, "
          f"{action(knots, BIAS/2):.4f}, {action(knots, BIAS):.4f} (no unit)")
    print(f"  tau(0), L(bias): {tau_quadrature(knots):.4f}, "
          f"{slope_quadrature(knots, BIAS):.4f} eV^-1")
    print(f"  exponent gain S(0)-S(bias): {gain(knots, BIAS):.4f} (no unit)")
    print(f"  WKB J(bias)/J(half): {ratios[name]:.4f} (no unit)")
for name, value in second_order.items():
    print(f"second-order gain coefficient, {name}: {value:.4f} eV^-2")
print(f"small-bias test at {small_bias:.2f} eV: ratio {small_ratio:.4f}, "
      f"cosh form {small_formula:.4f} (no unit)")
print(f"reversal against A: {reverse_a:.4f} eV")
print(f"reversal against B: {reverse_b:.4f} eV")
for width in (30.0, 90.0):
    for name, knots in list(barriers.items())[:3]:
        value = direct_gain(knots, BIAS, width)
        print(f"direct ln[T(bias)/T(0)], {width:.0f} angstrom, {name}: "
              f"{value:.4f} (no unit)")
for name, value in direct_increment.items():
    knots = crest if name == "crest" else rect_b
    print(f"gain increment 80 to 160 angstrom at 0.4 eV, {name}: "
          f"direct {value:.4f}, WKB {gain(knots, 0.4, 80):.4f} (no unit)")
print("every check passed")
```

Running it gives:

```
C = sqrt(2m)/hbar: 0.51232 eV^-1/2 angstrom^-1
crest edge, centre: 1.00, 4.00 eV
width: 30.0 angstrom; contact depth: 5.0 eV
rectangle B height: 2.4198 eV
bias, half bias: 0.80, 0.40 eV
crest peak at bias: 3.600 eV
central peak ends at bias: 6.00 eV
parabolic crest peak at bias: 3.6133 eV
tau ratio crest/A, crest/B: 1.33333, 1.03704 (no unit)
crest: S(0), S(half), S(bias) = 47.8162, 45.6786, 43.2926 (no unit)
  tau(0), L(bias): 10.2463, 6.4436 eV^-1
  exponent gain S(0)-S(bias): 4.5236 (no unit)
  WKB J(bias)/J(half): 9.4903 (no unit)
rectangle A (equal peak): S(0), S(half), S(bias) = 61.4780, 59.9144, 58.2931 (no unit)
  tau(0), L(bias): 7.6848, 4.1319 eV^-1
  exponent gain S(0)-S(bias): 3.1849 (no unit)
  WKB J(bias)/J(half): 5.0332 (no unit)
rectangle B (equal exponent): S(0), S(half), S(bias) = 47.8162, 45.7820, 43.6137 (no unit)
  tau(0), L(bias): 9.8804, 5.6154 eV^-1
  exponent gain S(0)-S(bias): 4.2025 (no unit)
  WKB J(bias)/J(half): 8.1010 (no unit)
valley: S(0), S(half), S(bias) = 47.8162, 45.7019, 43.4359 (no unit)
  tau(0), L(bias): 10.2463, 5.8877 eV^-1
  exponent gain S(0)-S(bias): 4.3804 (no unit)
  WKB J(bias)/J(half): 8.7161 (no unit)
second-order gain coefficient, crest: 0.4862 eV^-2
second-order gain coefficient, valley: 0.3795 eV^-2
small-bias test at 0.20 eV: ratio 2.2743, cosh form 2.2683 (no unit)
reversal against A: 4.5706 eV
reversal against B: 2.3426 eV
direct ln[T(bias)/T(0)], 30 angstrom, crest: 4.0740 (no unit)
direct ln[T(bias)/T(0)], 30 angstrom, rectangle A (equal peak): 3.1479 (no unit)
direct ln[T(bias)/T(0)], 30 angstrom, rectangle B (equal exponent): 4.0778 (no unit)
direct ln[T(bias)/T(0)], 90 angstrom, crest: 12.9974 (no unit)
direct ln[T(bias)/T(0)], 90 angstrom, rectangle A (equal peak): 9.5175 (no unit)
direct ln[T(bias)/T(0)], 90 angstrom, rectangle B (equal exponent): 12.4816 (no unit)
gain increment 80 to 160 angstrom at 0.4 eV, crest: direct 5.6890, WKB 5.7004 (no unit)
gain increment 80 to 160 angstrom at 0.4 eV, rectangle B: direct 5.4245, WKB 5.4245 (no unit)
every check passed
```
